# Island Density under a Chopped Deposition Flux with Stable Dimers

## Problem

Atoms are deposited on a flat crystal surface at a steady flux $\bar F$ until the coverage is $\theta$. The deposition is then repeated on a fresh surface with the flux chopped into rectangular pulses. Each pulse fills a fraction $d=0.10$ of the period, and the flux within it is raised to $F_{\rm on}=\bar F/d$. The average flux, total time, final coverage, substrate temperature and energy of the arriving atoms are the same in both runs.

Two adatoms that meet form a dimer that neither breaks up nor moves. Adatoms do not re-evaporate, and islands do not yet merge.

(a) Write the mean-field rate equations for the adatom density $n$ and the island density $N$, and find $n$ during a long pulse.

(b) Find the ratio of the island densities in the two runs when pulses and gaps are much longer than the adatom lifetime.

(c) Which of the assumptions about capture numbers does this ratio need?

(d) Find how the gain is lost when the pulses are made shorter at fixed duty cycle.

(e) Evaluate the densities for $\bar F=0.001$ ML/s, $\theta=0.10$ ML, a period of 10 s and a temperature of 300 K. Use a hop barrier of 0.45 eV, an attempt frequency of $10^{12}$ s$^{-1}$ per direction, a site spacing of 0.287 nm, and capture numbers $\sigma_1=2$ for adatoms and $\sigma=4$ for islands. Estimate the main corrections.

## Solution

### (a) Rate equations and the adatom density

Let $n$ and $N$ be numbers per surface site, and let $D$ be the diffusion coefficient in sites$^2$/s. A flux in ML/s is then a number of atoms per site per second.

An island captures adatoms at the rate $\sigma Dn$. The capture number $\sigma$ is dimensionless and contains the geometry of the diffusion field. Each adatom likewise captures others. Two adatoms approach each other with relative diffusion coefficient $2D$, but counting pairs from both partners counts each meeting twice. The two factors cancel, so dimers form at the rate $\sigma_1Dn^2$. Each event removes two adatoms:

$$\frac{dn}{dt}=F(t)-2\sigma_1Dn^2-\sigma DnN,\qquad \frac{dN}{dt}=\sigma_1Dn^2 .\tag{1}$$

Once islands are numerous enough, they take most of the adatoms and the pairing term is small. An adatom then survives for a time

$$\tau=\frac{1}{\sigma DN}.\tag{2}$$

While $N$ changes little within $\tau$, the first equation is $dn/dt=F-n/\tau$. During a long pulse $n$ therefore settles at

$$n=F_{\rm on}\tau=\frac{F_{\rm on}}{\sigma DN},\tag{3}$$

and in the gap it decays to zero, again within a few $\tau$.

This picture needs a short start-up stage. At first there are no islands, and $n\approx F_{\rm on}t$. Islands take control when $N$ has become comparable with $n$ and the lifetime has fallen to the elapsed time. Setting $t\approx1/(\sigma DF_{\rm on}t)$ gives $t_0\approx(\sigma DF_{\rm on})^{-1/2}$. The coverage deposited in this time must be a small part of $\theta$.

### (b) The density ratio

Insert (3) into the nucleation rate:

$$\frac{dN}{dt}=\sigma_1D\left(\frac{F_{\rm on}}{\sigma DN}\right)^2
=\frac{\sigma_1F_{\rm on}^2}{\sigma^2DN^2}.$$

Multiplying by $3N^2$ turns the left side into $dN^3/dt$:

$$\frac{dN^3}{dt}=\frac{3\sigma_1}{\sigma^2}\frac{F_{\rm on}^2}{D}\quad\text{during pulses},\qquad \frac{dN^3}{dt}\approx0\quad\text{in gaps}.$$

The right side is constant, so the contributions of the pulses add in proportion to the total time $t_{\rm tot}$ for which the flux is on. Since $F_{\rm on}t_{\rm tot}=\theta$,

$$N^3=\frac{3\sigma_1}{\sigma^2}\,\frac{F_{\rm on}}{D}\,\theta .\tag{4}$$

The steady run is the case $F_{\rm on}=\bar F$. The chopped run has $F_{\rm on}=\bar F/d$ with the same $\theta$ and $D$, hence

$$\boxed{\frac{N_{\rm pulsed}}{N_{\rm steady}}=d^{-1/3}=10^{1/3}\approx2.15.}\tag{5}$$

Nucleation needs two adatoms at once, so at a given $N$ its rate is $1/d^2=100$ times higher in a pulse. It acts for a tenth of the time, which leaves an average factor of 10. The density rises by less than 10 because every new island shortens the adatom lifetime and so suppresses further nucleation. This feedback is the factor $N^{-2}$ in the rate, and it produces the cube root.

In this limit the number of pulses drops out. One uninterrupted pulse of length $\theta/F_{\rm on}$ gives the same density, because the surface has no memory of a gap except through its immobile islands.

The exponent belongs to stable dimers. Suppose instead that clusters up to size $i$ are unstable and in equilibrium with the adatoms, so that the nucleation rate is proportional to $n^{i+1}$. With (3), $N^{i+1}dN\propto F_{\rm on}^{i+1}dt=F_{\rm on}^{i}\,d\theta$. At fixed temperature the ratio then becomes $d^{-i/(i+2)}$, which reduces to (5) for $i=1$.

### (c) What is required of the capture numbers

Islands grow, so $\sigma$ is not really constant, and some of the flux lands directly on islands. Let a fraction $b(\theta)$ of the flux reach bare surface, the rest joining islands at once. Replacing $F_{\rm on}$ by $bF_{\rm on}$ in (3), and using $d\theta=F_{\rm on}dt$, gives

$$N^3=3\,\frac{F_{\rm on}}{D}\int_0^\theta\frac{\sigma_1b^2}{\sigma^2}\,d\theta' .\tag{6}$$

If $b$, $\sigma$ and $\sigma_1$ depend on coverage alone, the integral is common to both runs and the ratio (5) is unchanged.

For $\sigma$ this condition holds in a mean-field diffusion model. Around a disc of radius $R$, measured in site spacings, the steady adatom density obeys $D\nabla^2n(r)+D[n-n(r)]/\xi^2=0$, where $\xi$ is the diffusion length before capture and $D/\xi^2=1/\tau$. Thus $\xi^{-2}=\sigma N$. The solution that vanishes at the edge and tends to $n$ far away is

$$n(r)=n\left[1-\frac{K_0(r/\xi)}{K_0(R/\xi)}\right],$$

with $K_0$ and $K_1$ modified Bessel functions. Because $K_0'=-K_1$, the inward current $2\pi RD\,n'(R)$, divided by $Dn$, is

$$\sigma=2\pi X\frac{K_1(X)}{K_0(X)},\qquad X=\frac R\xi .\tag{7}$$

Equal discs that hold the whole deposit satisfy $\pi R^2N=\theta$, so $X^2=R^2\sigma N=\sigma\theta/\pi$. The island density has disappeared, and (7) fixes $\sigma$ as a function of $\theta$.

The adatom capture number behaves differently, because the radius of an adatom does not shrink when islands become denser. Giving it the area of one site, $R_1=\pi^{-1/2}$, makes its argument $X_1=\sqrt{\sigma N/\pi}$, which does depend on $N$. For small $X_1$, $K_1\approx1/X_1$ and $K_0\approx\ln(1.12/X_1)$, so

$$\sigma_1\approx\frac{2\pi}{\ln(1.12/X_1)} .\tag{8}$$

This grows slowly with $N$ and pushes the ratio somewhat above $d^{-1/3}$.

### (d) Shorter pulses

Let the period be $T$, the pulse $t_{\rm on}=dT$ and the gap $t_{\rm off}=(1-d)T$. Take $N$, and thus $\tau$, as constant over one period, and neglect adatom loss by pairing. The adatom density then follows $dn/dt=F(t)-n/\tau$ and becomes periodic.

Multiply this equation by $n$ and average over a period. The left side is the average of $d(n^2/2)/dt$, which vanishes for a periodic $n$. Therefore

$$\langle n^2\rangle=\tau\langle Fn\rangle=\frac{\tau F_{\rm on}}{T}\int_{\rm pulse}n\,dt .\tag{9}$$

Let $n_s$ and $n_p$ be the densities at the start and end of a pulse. Integrating the adatom equation over the pulse gives

$$\int_{\rm pulse}n\,dt=\tau\left[F_{\rm on}t_{\rm on}-(n_p-n_s)\right].\tag{10}$$

Write $x=t_{\rm on}/\tau$ and $y=t_{\rm off}/\tau$. Exponential relaxation in the pulse and in the gap gives

$$n_p=F_{\rm on}\tau(1-e^{-x})+n_se^{-x},\qquad n_s=n_pe^{-y}.$$

Substituting the second relation into the first yields $n_p=F_{\rm on}\tau(1-e^{-x})/(1-e^{-x-y})$, so

$$n_p-n_s=F_{\rm on}\tau\,\frac{(1-e^{-x})(1-e^{-y})}{1-e^{-x-y}} .$$

Put this into (10) and (9), with $t_{\rm on}/T=d$ and $\tau/t_{\rm on}=1/x$:

$$\langle n^2\rangle=(F_{\rm on}\tau)^2\,d\left[1-\frac{(1-e^{-x})(1-e^{-y})}{x(1-e^{-x-y})}\right].$$

A steady flux at the same $N$ would give $n^2=(\bar F\tau)^2=d^2(F_{\rm on}\tau)^2$. The gain in nucleation rate is the quotient

$$G=\frac1d\left[1-\frac{(1-e^{-x})(1-e^{-y})}{x(1-e^{-x-y})}\right].\tag{11}$$

Three limits show its content.

- **Long pulses and gaps.** The exponentials vanish and $G\approx(1/d)(1-1/x)$. Each pulse acts as if it were shorter by one lifetime: the slow rise of $n$ costs $3\tau/2$ of full nucleation, and the decay after the pulse returns $\tau/2$.
- **Fast chopping.** For $x,y\ll1$ the fraction in (11) tends to $xy/[x(x+y)]=y/(x+y)=1-d$, so $G\to1$. The adatoms average the flux, and chopping has no effect.
- **Short pulses, long gaps.** For $x\ll1\ll y$ the bracket is $1-(1-e^{-x})/x\approx x/2$, so $G\approx x/(2d)=T/(2\tau)$. The gain is then set by the period, not by the pulse length. This limit requires a very small duty cycle, and each pulse must deposit far fewer adatoms than there are islands, or pairing can no longer be neglected.

At $d=0.10$, (11) gives $G=1.25$, 3.68, 8.01 and 9.80 for $x=0.2$, 1, 5 and 50. A pulse of one lifetime is thus far from the long-pulse limit.

The average nucleation rate is $\sigma_1DG(\bar F\tau)^2$. With $\tau=1/(\sigma DN)$ and $d\theta=\bar F\,dt$,

$$N^2\frac{dN}{d\theta}=\frac{\sigma_1}{\sigma^2}\frac{\bar F}{D}\,G(N).\tag{12}$$

Here $G$ depends on $N$ through $\tau$. As islands accumulate, $\tau$ falls and a pulse of fixed length becomes effectively longer. If $G$ is constant, $N$ grows by $G^{1/3}$, which returns (5) when $G=1/d$.

### (e) Numbers

Hops of length $a$ in four directions, each at rate $\Gamma$, give a mean-square displacement $4\Gamma a^2t$. In two dimensions this equals $4Dt$, so in site units $D=\Gamma$:

$$D=10^{12}\,{\rm s^{-1}}\;e^{-0.45\,{\rm eV}/k_BT_s}=2.756\times10^4\ {\rm sites^2/s}$$

at $T_s=300$ K. For the steady flux, (4) gives

$$N^3=\frac{3\times2}{4^2}\times\frac{0.001}{2.756\times10^4}\times0.10=1.36\times10^{-9},$$

so $N=1.11\times10^{-3}$ per site. Dividing by the site area $(0.287\ {\rm nm})^2$ gives $1.35\times10^{12}$ cm$^{-2}$. The pulsed flux of 0.01 ML/s gives $2.39\times10^{-3}$ per site, or $2.90\times10^{12}$ cm$^{-2}$. The mean island spacing $a/\sqrt N$ falls from 8.6 to 5.9 nm.

The conditions are met over most of the run, but only roughly in the first pulse. The estimated start-up time is 30 ms in a pulse of 1 s, and it deposits about $3\times10^{-4}$ ML. This is an order of magnitude only: in the full equations (1), $N$ reaches $n$ after about 90 ms, and (3) holds within 10% only after about 0.7 s. The ideal law (4) gives an adatom lifetime of 8.2 ms after the first pulse (the full equations give 9.3 ms) and 3.8 ms at the end, when a pulse lasts about 260 lifetimes.

**Pairing loss.** Numerical integration of (1), without the approximation (3), gives a ratio of 2.118, which is 1.7% below the ideal value. Most of this comes from the neglected term $2\sigma_1Dn^2$. Relative to island capture it is $\varepsilon=2\sigma_1n/(\sigma N)$. To leading order it lowers $n$ by the fraction $\varepsilon$ and the nucleation rate by $2\varepsilon$. Since $n\propto1/N$, $\varepsilon\propto N^{-2}\propto\theta^{-2/3}$, and its average over the deposit is three times its final value $\varepsilon_f$. Thus $N^3$ falls by $6\varepsilon_f$ and $N$ by $2\varepsilon_f$.

At the end of the pulsed run, $n=0.01\times3.8\times10^{-3}=3.8\times10^{-5}$ and $\varepsilon_f=1.6\%$. The steady run has $\varepsilon_f=0.74\%$. The densities should fall by about 3.2% and 1.5%, and the ratio by about 1.7%. Since $\varepsilon_f\propto(F_{\rm on}/D)^{1/3}$, a thousandfold larger $D$ should reduce the error tenfold. The integration then gives 2.151, close to 2.154. With coverage-dependent $\sigma$ and direct impingement included at this larger $D$, it gives 2.142, which supports the cancellation in (6) to better than 1%.

**Pulse length.** With the duty cycle and average flux unchanged, pulses of 10 ms give a simulated ratio of 1.64, against 1.65 from (12). Pulses of 1 ms give 1.02 by both routes. The average flux and duty cycle therefore do not determine the island density until the pulse length is compared with $\tau$.

**Comparison with a real surface.** The hop barrier, attempt frequency and spacing are rough typical values for iron on Fe(100) near room temperature, where stable dimers are a reasonable description. The capture numbers are round model values; (7) gives $\sigma=4.9$ at the final coverage. The main departures from the ideal model are as follows.

- With $\sigma$, $\sigma_1$ and direct impingement all treated as in (c), the ratio at the actual $D$ is 2.16. Equation (8) makes $\sigma_1$ about 13% larger in the pulsed run at the end, which alone would raise $N$ by about 4%. This opposes the pairing loss, so the closeness to 2.15 is partly a cancellation. These figures depend on the assumed radius $R_1$: pairing at nearest-neighbour distance on the lattice gives about 15% and a ratio of 2.17.
- Take a rough dimer bond energy of 0.6 eV, and count the six bond-breaking hops of a dimer, each with a barrier of $0.45+0.6$ eV. The chance of such a hop in a 9 s gap is about $10^{-4}$, and one per dimer per gap is expected near 385 K. About four in five separated pairs rejoin on the square lattice, so a lasting break-up has a chance of about $3\times10^{-5}$ per gap at 300 K and occurs once per gap near 410 K. This alone does not invalidate (5), because most islands have outgrown the dimer stage before a gap begins. The law fails at higher temperatures, where a dimer breaks up about as fast as it captures another adatom during deposition.
- Real dimers may move. If every dimer still present at the end of a gap is removed, the ratio drops from 2.12 to 1.98. This represents severe loss during gaps; it does not cover dimer motion during deposition.
- Re-evaporation is negligible for a rough adsorption energy of 3 eV.
- Merging is less secure. Randomly placed discs of radius $R$ would have $N\pi(2R)^2=4\theta=0.40$ touching neighbours each. This crude figure is the same in both runs, but it warns against using the absolute densities at much higher coverage.

For this example the model therefore supports an increase of roughly two, with the second digit dependent on capture and dimer motion. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
temperature: 300 K; hop barrier: 0.45 eV
attempt frequency per direction: 1e+12 1/s
site spacing: 0.287 nm
dimer bond, adsorption energy: 0.60, 3.0 eV
capture numbers s1, s: 2, 4
average flux: 0.001 ML/s; coverage: 0.10 ML
total time: 100 s; duty cycle: 0.10
flux in pulse: 0.010 ML/s
pulse, gap: 1.0, 9.0 s; pulses: 10
diffusion coefficient: 2.756e+04 sites^2/s
diffusion coefficient: 2.270e-11 cm^2/s
ideal density ratio: 2.1544
steady density, law: 1.108e-03 per site
pulsed density, law: 2.387e-03 per site
steady density, law: 1.345e+12 cm^-2
pulsed density, law: 2.898e+12 cm^-2
steady island spacing: 8.62 nm
pulsed island spacing: 5.87 nm
final adatom lifetime, steady: 8.19 ms
final adatom lifetime, pulsed: 3.80 ms
lifetime after first pulse: 8.19 ms
start-up time (s D F_on)^(-1/2): 30.1 ms
pulse length / final lifetime: 263
steady density, full equations: 1.327e+12 cm^-2
pulsed density, full equations: 2.810e+12 cm^-2
ratio, full equations: 2.118
ratio at 1000 D, duty 0.5: 1.259; law 1.260
ratio at 1000 D, duty 0.2: 1.708; law 1.710
ratio at 1000 D, duty 0.1: 2.151; law 2.154
ratio at 1000 D, coverage-dependent capture: 2.142
pulse 10 ms, period 100 ms: ratio 1.638; finite-pulse law 1.653
pulse 1 ms, period 10 ms: ratio 1.020; finite-pulse law 1.020
nucleation gain G at pulse/lifetime 0.2: 1.251
nucleation gain G at pulse/lifetime 1.0: 3.679
nucleation gain G at pulse/lifetime 5.0: 8.013
nucleation gain G at pulse/lifetime 50.0: 9.800
island capture number at final coverage: 4.89
steady density, variable s and s1: 1.377e+12 cm^-2
pulsed density, variable s and s1: 2.975e+12 cm^-2
ratio, variable s and s1: 2.161
ratio if all dimers left in gaps are lost: 1.979
dimer break-up probability per gap: 1.2e-04
temperature for one break-up per gap: 385 K
re-evaporation probability per adatom: 3.3e-41
touching neighbours per island, random sites: 0.40
```
